# Angular Correlation of Two Photons Emitted in a Cascade

## 1. A dipole cascade through a level of spin one

A system with angular momentum 0 emits a photon, passes to a level with angular momentum 1, and returns to angular momentum 0 by emitting a second photon. Both transitions are dipole transitions. We record both directions, but neither polarization, and ask how the coincidence rate depends on the angle $\theta$ between the photons.

Put the $z$ axis along the first photon. A photon moving along $z$ has no orbital angular momentum about $z$, so its projection on this axis is its helicity, $+1$ or $-1$. The initial projection was zero, so the intermediate level is left with $m=-1$ or $m=+1$. The sublevel $m=0$ is empty, and the other two are equally populated.

The second photon comes from a dipole rotating in the $xy$ plane, with unit vector $\mathbf e=(\hat x\pm i\hat y)/\sqrt2$. The intensity in direction $\mathbf n$ is proportional to the squared transverse part of $\mathbf e$,

$$|\mathbf e|^2-|\mathbf n\cdot\mathbf e|^2=1-\tfrac12\sin^2\theta=\tfrac12(1+\cos^2\theta).$$

Its average over the sphere is $\frac12(1+\frac13)=\frac23$. Dividing by this average gives

$$W(\theta)=\tfrac34(1+\cos^2\theta).$$

Thus the first detection selects sublevels, and here the unequal populations make the second emission anisotropic. Unequal populations are not always enough: a quadrupole photon from a level $I=\frac32$ to a level $I_f=\frac32$ does not respond to them, and the correlation stays isotropic. The general calculation follows the same two stages.

## 2. The general cascade and its assumptions

The levels have angular momenta $I_i\to I\to I_f$, and the photons have multipole orders $L_1$ and $L_2$. We assume:

- the sublevels of $I_i$ are equally populated;
- each transition has one pure multipole, electric or magnetic;
- the two photons can be told apart, for example by frequency;
- polarizations and the final sublevel are not observed;
- nothing disturbs the intermediate level between the emissions, and recoil is neglected.

$W(\theta)$ is normalized to average 1 over the sphere. All quantities except angles are dimensionless.

Clebsch–Gordan coefficients have Condon–Shortley phases and are related to 3j symbols by

$$\langle j_1m_1,j_2m_2|jm\rangle=(-1)^{j_1-j_2+m}\sqrt{2j+1}\begin{pmatrix}j_1&j_2&j\\m_1&m_2&-m\end{pmatrix}.$$

A 3j symbol acquires the factor $(-1)^{j_1+j_2+j}$ when two columns are exchanged, and also when all projections change sign. One combination will occur so often that it deserves a name:

$$t_k(j,m)=(-1)^{j-m}\begin{pmatrix}j&j&k\\m&-m&0\end{pmatrix}.$$

Reversing $m$ gives $t_k(j,-m)=(-1)^k t_k(j,m)$, because the 3j symbol contributes $(-1)^{2j+k}$ and the prefactors differ by $(-1)^{2m}=(-1)^{2j}$. Also $t_0(j,m)=1/\sqrt{2j+1}$.

## 3. One emission

The interaction with the radiation field is invariant under rotations, so the total angular momentum $J_i,m_i$ is conserved. For given $J$ and $L$, one state has these quantum numbers, up to a factor:

$$|J_im_i\rangle\to\sum_{m,M}\langle Jm,LM|J_im_i\rangle\,|Jm\rangle|LM\rangle.$$

We need the amplitude for finding the photon $|LM\rangle$ in direction $\mathbf n$ with helicity $\lambda$. Along $z$, the projection must equal the helicity, so $\langle z\lambda|LM\rangle=a_\lambda\delta_{M\lambda}$. A photon along $\mathbf n$ is obtained by a rotation $R$, and therefore

$$\langle\mathbf n\lambda|LM\rangle=\langle z\lambda|R^\dagger|LM\rangle=a_\lambda D^{L*}_{M\lambda}(R).$$

The squared modulus is $|a_\lambda|^2[d^L_{M\lambda}(\theta)]^2$, where $d^L_{M\lambda}=\langle LM|e^{-i\theta J_y}|L\lambda\rangle$ is real. Reflection in a plane containing $z$ reverses helicity. It takes a multipole of definite parity from $M$ to $-M$ up to a sign, so $|a_+|=|a_-|$. This holds for electric and magnetic radiation alike.

**Legendre expansion.** A rotation by $\pi$ about $y$ commutes with the rotation by $\theta$ and reverses projections, which gives $d^L_{-M,-\lambda}=(-1)^{M-\lambda}d^L_{M\lambda}$. Hence

$$[d^L_{M\lambda}]^2=(-1)^{M-\lambda}d^L_{M\lambda}d^L_{-M,-\lambda}.$$

The product describes two angular momenta $L$ rotated together. Couple them to total $k$; both total projections are zero, and $d^k_{00}=P_k(\cos\theta)$. The two Clebsch–Gordan coefficients supply $2k+1$ and two 3j symbols. Since $(-1)^{M-\lambda}=(-1)^{L-M}(-1)^{L-\lambda}$, the signs are absorbed in $t_k$:

$$[d^L_{M\lambda}(\theta)]^2=\sum_{k=0}^{2L}(2k+1)\,t_k(L,M)\,t_k(L,\lambda)\,P_k(\cos\theta).\tag{1}$$

The $k=0$ term is the sphere average, $1/(2L+1)$. The pattern of a photon $|LM\rangle$, summed over helicity and normalized to average 1, is therefore $\frac{2L+1}{2}\sum_{\lambda=\pm1}[d^L_{M\lambda}]^2$.

## 4. What the first photon leaves behind

With $z$ along photon 1, we have $M=\lambda=\pm1$. For given $m_i$ and $\lambda$, the intermediate projection is fixed at $m=m_i-\lambda$. Different $m_i$ are mixed without phase relation, and different helicities are distinct outcomes, so their probabilities add. The intermediate density matrix is diagonal, with populations

$$p(m)=N\sum_{\lambda=\pm1}\langle Im,L_1\lambda|I_i,m+\lambda\rangle^2 .$$

To find $N$, write each squared coefficient as $(2I_i+1)$ times a squared 3j symbol. At fixed $\lambda$, orthogonality makes the sum of the squared 3j symbols over $m$ equal to $1/(2L_1+1)$. The two helicities then give $N\cdot2(2I_i+1)/(2L_1+1)=1$, so

$$p(m)=\frac{2L_1+1}{2}\sum_{\lambda=\pm1}\begin{pmatrix}I&L_1&I_i\\m&\lambda&-m-\lambda\end{pmatrix}^2.\tag{2}$$

From sublevel $m$, a second photon with projection $M$ leaves the final sublevel $m-M$. Different $M$ lead to orthogonal final states and do not interfere. The pattern is

$$w_m(\theta)=\frac{2L_2+1}{2}\sum_{\lambda,M}\langle I_f\,m-M,L_2M|Im\rangle^2[d^{L_2}_{M\lambda}(\theta)]^2,\tag{3}$$

and the correlation is

$$W(\theta)=\sum_m p(m)\,w_m(\theta).\tag{4}$$

Each $w_m$ has sphere average 1, because the squared Clebsch–Gordan coefficients in (3) sum to 1 over $M$.

## 5. The recoupling sum

The sums over projections can be done once and for all with the 6j symbol, defined by

$$\begin{aligned}&\sum_{\mu_1\mu_2\mu_3}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}
\begin{pmatrix}j_1&l_2&l_3\\m_1&\mu_2&-\mu_3\end{pmatrix}\\
&\quad\times\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&m_2&\mu_3\end{pmatrix}
\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}\\
&=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix}.\end{aligned}$$

The left side is invariant under a common rotation of $j_1,j_2,j_3$. Three angular momenta have one such invariant, the 3j symbol, up to a constant, and that constant is the 6j symbol.

Set $j_1=j_2=a$, $j_3=k$, $l_1=l_2=b$, $l_3=c$, with $m_1=-m_2=\alpha$ and $m_3=0$. The projection rules give $\mu_1=\mu_2=\mu$ and $\mu_3=\alpha+\mu$. Since $2b+2\mu$ is even, the sign is $(-1)^{c+\alpha+\mu}$. The second 3j symbol becomes the first after one column exchange and one reversal of projections. The two factors $(-1)^{a+b+c}$ cancel, leaving

$$\begin{aligned}&\sum_\mu(-1)^{c+\alpha+\mu}\begin{pmatrix}b&b&k\\\mu&-\mu&0\end{pmatrix}\begin{pmatrix}a&b&c\\\alpha&\mu&-\alpha-\mu\end{pmatrix}^2\\
&=\begin{pmatrix}a&a&k\\\alpha&-\alpha&0\end{pmatrix}\begin{Bmatrix}b&b&k\\a&a&c\end{Bmatrix}.\end{aligned}$$

Here we used the invariance of the 6j symbol when upper and lower entries are interchanged in two columns. Now replace the 3j symbols containing $k$ by $t_k$. The left sign becomes $(-1)^{c+\alpha+b}$ and the right sign $(-1)^{a-\alpha}$. Their product is $(-1)^{a+b+c}$, so

$$\sum_\mu t_k(b,\mu)\begin{pmatrix}a&b&c\\\alpha&\mu&-\alpha-\mu\end{pmatrix}^2=(-1)^{a+b+c}\,t_k(a,\alpha)\begin{Bmatrix}b&b&k\\a&a&c\end{Bmatrix}.\tag{5}$$

## 6. The F coefficients

**Second photon.** Insert (1) in (3) and write the squared Clebsch–Gordan coefficient as $2I+1$ times a squared 3j symbol. With $L=L_2$,

$$\begin{aligned}w_m={}&\frac{(2L+1)(2I+1)}2\sum_k(2k+1)P_k\Big[\sum_{\lambda=\pm1}t_k(L,\lambda)\Big]\\
&\times\sum_Mt_k(L,M)\begin{pmatrix}I_f&L&I\\m-M&M&-m\end{pmatrix}^2.\end{aligned}$$

The bracket vanishes for odd $k$ and equals $2t_k(L,1)$ for even $k$. Summing over both helicities is what removes the odd terms. In the last sum put $M=-\mu$. For even $k$, $t_k$ is unchanged, and the squared 3j symbol takes the form in (5) with $a=I$, $\alpha=m$, $b=L$, $c=I_f$. The sum is

$$(-1)^{I+L+I_f}\,t_k(I,m)\begin{Bmatrix}L&L&k\\I&I&I_f\end{Bmatrix}.$$

Separate the factor that depends on $m$,

$$B_k(m)=\sqrt{(2I+1)(2k+1)}\;t_k(I,m),$$

and collect the rest in

$$F_k(L,J,I)=(-1)^{J+I-1}(2L+1)\sqrt{(2I+1)(2k+1)}\begin{pmatrix}L&L&k\\1&-1&0\end{pmatrix}\begin{Bmatrix}L&L&k\\I&I&J\end{Bmatrix}.\tag{6}$$

The sign follows from $t_k(L,1)=(-1)^{L-1}$ times the 3j symbol, since $(-1)^{I+L+J}(-1)^{L-1}=(-1)^{J+I-1}$. Thus

$$w_m(\theta)=\sum_{k\ \rm even}B_k(m)\,F_k(L_2,I_f,I)\,P_k(\cos\theta).\tag{7}$$

**First photon.** Equations (4) and (7) require $\sum_mp(m)B_k(m)$. Insert (2) and apply (5) with $a=L_1$, $\alpha=\lambda$, $b=I$, $c=I_i$:

$$\begin{aligned}\sum_mp(m)B_k(m)={}&\frac{2L_1+1}2\sqrt{(2I+1)(2k+1)}\,(-1)^{L_1+I+I_i}\\
&\times\begin{Bmatrix}I&I&k\\L_1&L_1&I_i\end{Bmatrix}\sum_{\lambda=\pm1}t_k(L_1,\lambda).\end{aligned}$$

For even $k$, the helicity sum is again $2t_k(L_1,1)$, and the result is $F_k(L_1,I_i,I)$. Therefore

$$\boxed{W(\theta)=\sum_{k\ \rm even}F_k(L_1,I_i,I)\,F_k(L_2,I_f,I)\,P_k(\cos\theta)}\tag{8}$$

with $0\le k\le\min(2I,2L_1,2L_2)$. The first factor measures how unequally photon 1 populates the sublevels; the second measures how strongly photon 2 responds to that inequality.

Since $w_m$ has average 1 and $B_0(m)=1$, equation (7) gives $F_0=1$, which confirms the normalization. The upper limit comes from the triangle rules. For $I=0$ or $I=\frac12$, the sum stops at $k=0$ and the correlation is isotropic. If both photons are dipole photons, at most $P_2$ appears.

## 7. The cascade 0-1-0 from the F coefficients

For $k=2$, the 3j symbol in (6) is 0.182574 and both 6j symbols are 0.333333. The sign is $(-1)^{0+1-1}=+1$, so each coefficient is

$$F_2=3\sqrt{15}\times0.182574\times0.333333=0.7071 .$$

The product is $\frac12$, and

$$W=1+\tfrac12P_2=1+\tfrac14(3\cos^2\theta-1)=\tfrac34(1+\cos^2\theta),$$

as in section 1. The rate is 1.5 at $0^\circ$ and $180^\circ$, and 0.75 at $90^\circ$.

## 8. The quadrupole cascade 4-2-0

Here the populations and patterns can be found exactly by elementary means, giving a second route to the answer.

**Populations.** The state $|4,m+\lambda\rangle$ can be represented by eight spins one-half in a symmetric state, with $4+m+\lambda$ spins up. All arrangements have equal weight. Split the spins into two groups of four, each symmetric and hence of spin 2. Counting arrangements gives

$$\langle2m,2\lambda|4,m+\lambda\rangle^2=\binom4{2+m}\binom4{2+\lambda}\bigg/\binom8{4+m+\lambda}.$$

The prefactor $N$ of section 4 is $5/18$. Therefore

$$\begin{aligned}
p(0)&=\tfrac5{18}\left(\tfrac{24}{56}+\tfrac{24}{56}\right)=\tfrac5{21},\\
p(\pm1)&=\tfrac5{18}\left(\tfrac{16}{28}+\tfrac{16}{70}\right)=\tfrac29,\\
p(\pm2)&=\tfrac5{18}\left(\tfrac48+\tfrac4{56}\right)=\tfrac{10}{63}.
\end{aligned}$$

In decimals these are 0.238, 0.222 and 0.159. Equal populations would be 0.2, so the first photon leaves a moderate inequality and no empty sublevel.

**Patterns.** The final level has spin 0, so $M=m$. The same spin picture gives the rotation matrices. With $u$ for up and $v$ for down, $|2\lambda\rangle$ is $u^{2+\lambda}v^{2-\lambda}/\sqrt{(2+\lambda)!(2-\lambda)!}$. A rotation replaces $u$ by $Cu+Sv$ and $v$ by $-Su+Cv$, where $C=\cos\frac\theta2$ and $S=\sin\frac\theta2$. For $\lambda=1$ we expand $(Cu+Sv)^3(-Su+Cv)/\sqrt6$ and read off, with $x=\cos\theta$,

$$\begin{aligned}
d_{21}&=-2C^3S=-\tfrac12\sin\theta\,(1+x),\\
d_{11}&=C^4-3C^2S^2=\tfrac12(1+x)(2x-1),\\
d_{01}&=\sqrt6\,CS(C^2-S^2)=\sqrt{\tfrac32}\,x\sin\theta,\\
d_{-1,1}&=3C^2S^2-S^4=\tfrac12(1-x)(1+2x),\\
d_{-2,1}&=2CS^3=\tfrac12\sin\theta\,(1-x).
\end{aligned}$$

The squares for $\lambda=-1$ follow from $[d_{m,-1}]^2=[d_{-m,1}]^2$. Adding the helicities and multiplying by $\frac52$ gives

$$\begin{aligned}
w_0&=\tfrac{15}2(x^2-x^4),\\
w_{\pm1}&=\tfrac58\left[(2x^2+x-1)^2+(2x^2-x-1)^2\right]=\tfrac54(4x^4-3x^2+1),\\
w_{\pm2}&=\tfrac58(1-x^2)\left[(1+x)^2+(1-x)^2\right]=\tfrac54(1-x^4).
\end{aligned}$$

**Correlation.** Weight these patterns with the populations, counting both signs of $m$:

$$W=\tfrac{25}{14}(x^2-x^4)+\tfrac59(4x^4-3x^2+1)+\tfrac{25}{63}(1-x^4).$$

The constant term is $\frac59+\frac{25}{63}=\frac{20}{21}$. The coefficient of $x^2$ is $\frac{25}{14}-\frac53=\frac5{42}$, and that of $x^4$ is $-\frac{25}{14}+\frac{20}9-\frac{25}{63}=\frac5{126}$. Taking out $\frac{20}{21}$ gives

$$\boxed{W(\theta)=\tfrac{20}{21}\left(1+\tfrac18\cos^2\theta+\tfrac1{24}\cos^4\theta\right)}$$

**Comparison with the F series.** Let $A_k$ be the coefficient of $P_k$. The $x^4$ term of $P_4$ is $\frac{35}8x^4$, so $A_4=\frac5{126}\cdot\frac8{35}=\frac4{441}$. The $x^2$ terms give $\frac32A_2-\frac{15}4A_4=\frac5{42}$, hence $A_2=\frac5{49}$.

Equation (6) has sign $-1$ for both transitions. With the 3j and 6j values in the numerical output,

$$\begin{aligned}
F_2(2,4,2)&=-25\times0.119523\times0.057143=-0.1707,\\
F_2(2,0,2)&=-25\times0.119523\times0.2=-0.5976,\\
F_4(2,4,2)&=-5\sqrt{45}\times0.159364\times0.001587=-0.00848,\\
F_4(2,0,2)&=-5\sqrt{45}\times0.159364\times0.2=-1.069.
\end{aligned}$$

The products are 0.1020 and 0.00907, equal to $\frac5{49}$ and $\frac4{441}$ at this precision.

**Reading the numbers.** At $0^\circ$ the patterns for $m=\pm1$ are 2.5 and the others vanish, so $W=2\times0.2222\times2.5=1.111$. At $90^\circ$ the patterns for $|m|=1$ and $|m|=2$ are 1.25, while $w_0=0$. This gives $W=2(0.2222+0.1587)\times1.25=0.952$. The ratio $W(180^\circ)/W(90^\circ)$ is $1+\frac18+\frac1{24}=1.167$, compared with 2 for 0-1-0.

The smaller anisotropy comes mainly from the first step. Since $P_2(1)-P_2(0)=\frac32$ and $P_4(1)-P_4(0)=\frac58$, we have $W(180^\circ)-W(90^\circ)=\frac32A_2+\frac58A_4$. This is 0.75 for 0-1-0 and $0.153+0.006=0.159$ for 4-2-0. In $A_2$, the first factor falls in magnitude from 0.707 to 0.171, while the second falls only from 0.707 to 0.598. Rank 4 adds little: the second photon has $|F_4|$ slightly above 1, but the first photon produces almost no rank-4 inequality.

## 9. Why the choice of axis matters

Equation (4) uses populations alone because $z$ lies along photon 1. For another axis, the intermediate density matrix generally has off-diagonal elements, called coherences. With $z$ along photon 2 they are present but do not affect $W$, because each final sublevel and helicity is then fed by a single $m$. For an axis along neither photon they generally contribute.

Take 0-1-0 with both photons perpendicular to $z$. If coherences are dropped, the three intermediate paths add as probabilities. Each has weight $\frac13$ and contributes the product of its two normalized patterns at $90^\circ$ from $z$. These patterns are 0.75 for $m=\pm1$ and 1.5 for $m=0$, so

$$W_{\rm dropped}=\tfrac13(0.75^2+1.5^2+0.75^2)=1.125,$$

whatever the angle between the photons. The coherent sum gives 1.5 for parallel photons and 0.75 for perpendicular ones. In this plane, the entire angular dependence resides in the coherences.

The numerical output also records a comparison of (8) with the full coherent amplitude for arbitrary photon directions, built from vector spherical harmonics. It covers integer and half-integer cascades.

## 10. Where the formula changes

If a transition mixes multipoles $L$ and $L'$, both can lead to the same final state. Their amplitudes must be added before squaring, and interference terms join the squares in (2) if the first transition is mixed, and in (3) if the second is. If circular polarization is selected for both photons, neither helicity sum removes the odd terms, and odd $k$ can appear in $W$. Selecting it for one photon alone leaves (8) unchanged: the helicity sum for the other photon still removes odd $k$, and for even $k$ both helicities give the same $t_k(L,\lambda)$.

If the intermediate level is disturbed, its density matrix at the second emission need not be the one in section 4. Suppose collisions equalize the sublevels completely. Since $t_0(I,m)$ is independent of $m$, orthogonality of the 3j symbols gives $\sum_mB_k(m)=0$ for $k>0$. Equation (7) then yields

$$\frac1{2I+1}\sum_mw_m(\theta)=1,$$

and the correlation disappears. A measured anisotropy smaller in magnitude than the value from (8), which can have either sign, can therefore signal a disturbance of the intermediate level, provided that the angular momenta are known, the other assumptions of section 2 hold, and accidental coincidences and the finite size of the detectors have been allowed for.

## Numbers as computed

```
Cascade 0-1-0, L1 = 1, L2 = 1 (all values dimensionless)
 W = 3/4 * (c**2 + 1), c = cos(theta)
 k=2: 3j(L L k;1 -1 0) = 0.182574
  6j first = 0.333333, 6j second = 0.333333
  F first = 0.707107, F second = 0.707107, product = 1/2 = 0.500000
 |m|=0: population of each = 0.000000, w_m(0 deg) = 0.0000, w_m(90 deg) = 1.5000
 |m|=1: population of each = 0.500000, w_m(0 deg) = 1.5000, w_m(90 deg) = 0.7500
 W(0 deg) = 1.500000
 W(45 deg) = 1.125000
 W(90 deg) = 0.750000
 W(135 deg) = 1.125000
 W(180 deg) = 1.500000
 W(180 deg)/W(90 deg) = 2.000000
Cascade 4-2-0, L1 = 2, L2 = 2 (all values dimensionless)
 W = 20/21 * (c**4/24 + c**2/8 + 1), c = cos(theta)
 k=2: 3j(L L k;1 -1 0) = 0.119523
  6j first = 0.057143, 6j second = 0.200000
  F first = -0.170747, F second = -0.597614, product = 5/49 = 0.102041
 k=4: 3j(L L k;1 -1 0) = 0.159364
  6j first = 0.001587, 6j second = 0.200000
  F first = -0.008484, F second = -1.069045, product = 4/441 = 0.009070
 |m|=0: population of each = 0.238095, w_m(0 deg) = 0.0000, w_m(90 deg) = 0.0000
 |m|=1: population of each = 0.222222, w_m(0 deg) = 2.5000, w_m(90 deg) = 1.2500
 |m|=2: population of each = 0.158730, w_m(0 deg) = 0.0000, w_m(90 deg) = 1.2500
 W(0 deg) = 1.111111
 W(45 deg) = 1.021825
 W(90 deg) = 0.952381
 W(135 deg) = 1.021825
 W(180 deg) = 1.111111
 W(180 deg)/W(90 deg) = 1.166667
0-1-0 with both photons perpendicular to the quantization axis
 0 deg: W coherent = 1.5000, coherences dropped = 1.1250
 90 deg: W coherent = 0.7500, coherences dropped = 1.1250
Largest |direct - series| over 25 direction pairs below 1e-10: True
```
